\section*{Spin–spin dipolar integrals as traceless second derivatives of repulsion integrals}

\section{Second derivation: Gaussian smoothing, with closed form and use}

The symbols carried over are as follows. The products $\rho=ab$ and $\sigma=cd$ belong to electrons 1 and 2, and $C(\mathbf u)=\int\rho(\mathbf r+\mathbf u)\sigma(\mathbf r)d^3r$, with $C(0)=S_4=\int abcd\,d^3r$. $J$ is $(ab|cd)$ as a function of a common displacement of $a$ and $b$, and $\partial_k\partial_lJ=\int u^{-1}\,\partial_k\partial_lC\,d^3u$. The dipolar integral with a spherical hole is $T_{kl}=\int_0^\infty A_{kl}(u)\,du/u$. Here $A_{kl}(u)=\int(3n_kn_l-\delta_{kl})C(u\mathbf n)d\Omega$ is $O(u^2)$ near the origin. The result already found is $\partial_k\partial_lJ=T_{kl}-(4\pi/3)\delta_{kl}S_4$. It is now derived again without a hole or surface terms.

\subsection{Splitting a smooth kernel}

For $u>0$ the Gaussian integral $\int_0^\infty e^{-t^2u^2}dt=\sqrt\pi/(2u)$ represents $1/u$. Stop the integration at a finite $\Lambda$:
\begin{equation}
v_\Lambda(u)=\frac{2}{\sqrt\pi}\int_0^\Lambda e^{-t^2u^2}dt,
\qquad 0<v_\Lambda(u)<\frac1u .
\end{equation}
This function is smooth at $u=0$ and tends to $1/u$ as $\Lambda\to\infty$. It is bounded by $1/u$, and $|\partial_k\partial_lC|/u$ is integrable over all space, since $1/u$ is integrable near the origin and $\partial_k\partial_lC$ decays rapidly at infinity. Therefore replacing $1/u$ by $v_\Lambda$ in $\partial_k\partial_lJ$ gives the right limit. At finite $\Lambda$ two integrations by parts over all space move both derivatives to $v_\Lambda$. There is no inner surface, and the decay of $C$ removes the outer one:
\begin{equation}
\partial_k\partial_lJ=\lim_{\Lambda\to\infty}\int C(\mathbf u)\,\partial_k\partial_lv_\Lambda(u)\,d^3u .
\label{eq:smooth}
\end{equation}
Differentiating the exponential twice gives
\begin{equation}
\partial_k\partial_le^{-t^2u^2}=\left(4t^4u_ku_l-2t^2\delta_{kl}\right)e^{-t^2u^2}.
\end{equation}
Add and subtract $\tfrac43t^4u^2\delta_{kl}$ in the bracket. It becomes a traceless part plus a multiple of $\delta_{kl}$:
\begin{equation}
4t^4\left(u_ku_l-\frac{\delta_{kl}}3u^2\right)+\frac{\delta_{kl}}3\left(4t^4u^2-6t^2\right).
\label{eq:bracket}
\end{equation}

The last part can be integrated over $t$ at once, because
\begin{equation}
\frac{d}{dt}\left(-2t^3e^{-t^2u^2}\right)=\left(4t^4u^2-6t^2\right)e^{-t^2u^2}.
\end{equation}
Including the factor $2/\sqrt\pi$, its contribution to $\partial_k\partial_lv_\Lambda$ is
\begin{equation}
-\frac{\delta_{kl}}3\,\frac{4\Lambda^3}{\sqrt\pi}\,e^{-\Lambda^2u^2}
=-\frac{4\pi}{3}\delta_{kl}\left(\frac{\Lambda^2}{\pi}\right)^{3/2}e^{-\Lambda^2u^2}.
\label{eq:delta}
\end{equation}
The Gaussian with its prefactor $(\Lambda^2/\pi)^{3/2}$ has unit integral and contracts to the origin. Integrated with the smooth function $C$, it gives $C(0)$ in the limit. This is the contact term $-(4\pi/3)\delta_{kl}S_4$.

The traceless part of $\partial_k\partial_lv_\Lambda$ is
\begin{equation}
\left(u_ku_l-\frac{\delta_{kl}}3u^2\right)\frac{8}{\sqrt\pi}\int_0^\Lambda t^4e^{-t^2u^2}dt .
\end{equation}
Set $y=tu$, so that $t^4dt=y^4dy/u^5$, and write $u_ku_l-\delta_{kl}u^2/3=u^2(3n_kn_l-\delta_{kl})/3$. With the volume element $u^2du\,d\Omega$, the integral over $C$ becomes
\begin{equation}
\int_0^\infty w(\Lambda u)\,\frac{A_{kl}(u)}u\,du,
\qquad w(z)=\frac{8}{3\sqrt\pi}\int_0^zy^4e^{-y^2}dy .
\label{eq:w}
\end{equation}
To find $w(\infty)$, differentiate $\int_0^\infty e^{-sy^2}dy=\tfrac12\sqrt\pi\,s^{-1/2}$ twice with respect to $s$ and set $s=1$. This gives $\int_0^\infty y^4e^{-y^2}dy=3\sqrt\pi/8$, hence $w(\infty)=1$. The weight $w$ lies between zero and one, and $|A_{kl}|/u$ is integrable, so the limit is $T_{kl}$. Together with the contact term this reproduces the earlier result.

\subsection{Closed form for four $s$ functions}

The same Gaussian representation evaluates the integrals. For two exponents $\mu,\nu$ and centres $\mathbf M,\mathbf N$, completing the square gives
\begin{equation}
\mu|\mathbf r-\mathbf M|^2+\nu|\mathbf r-\mathbf N|^2
=(\mu+\nu)|\mathbf r-\mathbf G|^2+\frac{\mu\nu}{\mu+\nu}|\mathbf M-\mathbf N|^2,
\label{eq:square}
\end{equation}
with $\mathbf G=(\mu\mathbf M+\nu\mathbf N)/(\mu+\nu)$. Let $p,q$ be the summed exponents of the two pairs and $\mathbf P,\mathbf Q$ their weighted centres. Then $\rho\sigma$ carries a constant $K$, the product of four normalization factors and two factors from \eqref{eq:square}. Define $\mathbf R=\mathbf P-\mathbf Q$ and $\alpha=pq/(p+q)$. Applying \eqref{eq:square} with centres $\mathbf P-\mathbf u$ and $\mathbf Q$, and integrating over $\mathbf r$, gives
\begin{equation}
C(\mathbf u)=K\left(\frac{\pi}{p+q}\right)^{3/2}e^{-\alpha|\mathbf u-\mathbf R|^2}.
\label{eq:Cs}
\end{equation}
Setting $\mathbf u=0$ gives $S_4=K[\pi/(p+q)]^{3/2}e^{-x}$, with $x=\alpha R^2$.

To obtain $J$, multiply \eqref{eq:Cs} by $e^{-t^2u^2}$ and use \eqref{eq:square} again:
\begin{equation}
\int e^{-\alpha|\mathbf u-\mathbf R|^2-t^2u^2}d^3u
=\left(\frac{\pi}{\alpha+t^2}\right)^{3/2}\exp\!\left(-\frac{\alpha t^2R^2}{\alpha+t^2}\right).
\end{equation}
Substitute $v^2=t^2/(\alpha+t^2)$. Then $\alpha+t^2=\alpha/(1-v^2)$ and $dt=\sqrt\alpha\,(1-v^2)^{-3/2}dv$. The powers of $1-v^2$ cancel, and the remaining constant is $(2/\sqrt\pi)(\pi/\alpha)^{3/2}\sqrt\alpha=2\pi/\alpha$. Hence
\begin{equation}
J=NF_0(x),\quad N=\frac{2\pi^{5/2}K}{pq\sqrt{p+q}},\quad
F_n(x)=\int_0^1v^{2n}e^{-xv^2}dv .
\end{equation}
Moving the first pair rigidly changes $\mathbf R$ and leaves $K$ fixed. Since $F_n'=-F_{n+1}$ and $\partial x/\partial R_k=2\alpha R_k$,
\begin{equation}
\partial_k\partial_lJ=N\left(4\alpha^2R_kR_lF_2-2\alpha\delta_{kl}F_1\right).
\label{eq:bare}
\end{equation}
Its trace is $2\alpha N(2xF_2-3F_1)$. Integrating $d(v^3e^{-xv^2})/dv$ from zero to one gives $e^{-x}=3F_1-2xF_2$, so the trace is $-2\alpha Ne^{-x}$. Inserting $N$ and $\alpha$ confirms that this is $-4\pi S_4$. Subtracting one third of the trace from each diagonal element cancels the $F_1$ terms:
\begin{equation}
T_{kl}=4N\alpha^2F_2(x)\left(R_kR_l-\frac{\delta_{kl}}3R^2\right).
\label{eq:Ts}
\end{equation}

In the opening example $p=1.3$, $q=1.5$ and $\alpha=0.6964\ \mathrm{bohr}^{-2}$. Also $R_x=0.3708$ bohr, $R^2=1.0397\ \mathrm{bohr}^2$, $F_2=0.12072$ and $N=0.60674$. Therefore
\begin{equation}
T_{xx}=4(0.60674)(0.6964)^2(0.12072)\left[(0.3708)^2-\frac{1.0397}3\right]=-0.0297,
\end{equation}
as found before from the bare derivative and the contact term.

For coincident pair centres, $\mathbf R=0$, \eqref{eq:Ts} vanishes while $S_4$ does not. At large $x$, extending the integral for $F_2$ to infinity gives $F_2\approx3\sqrt\pi/(8x^{5/2})$. Since $N=(2\pi/\alpha)K[\pi/(p+q)]^{3/2}$, \eqref{eq:Ts} tends to the total weight $\int C\,d^3u$ times $(3R_kR_l-\delta_{kl}R^2)/R^5$. This tensor gives the field of a point dipole. Its negative, contracted with the two moments, is the interaction energy of two point dipoles, as in \eqref{eq:H} below. In the same limit $S_4$ falls off as $e^{-x}$.

\subsection{The magnetic contact term}

The coefficient $-4\pi/3$ belongs to $\partial_k\partial_l(1/r)$. The magnetic interaction contains another derivative as well. At leading relativistic order electron $i$ has the moment $\mathbf m_i=-(g/2)\mathbf s_i$, where $g$ is the magnitude of the electron $g$ factor. The magnetic constant divided by $4\pi$ is $\alpha_{\rm f}^2$, with $\alpha_{\rm f}$ the fine-structure constant. The field of moment 2 is
\begin{equation}
\mathbf B=\alpha_{\rm f}^2\,\nabla\times\nabla\times\frac{\mathbf m_2}r
=\alpha_{\rm f}^2\left[\nabla\left(\mathbf m_2\cdot\nabla\frac1r\right)-\mathbf m_2\nabla^2\frac1r\right].
\end{equation}
The energy $-\mathbf m_1\cdot\mathbf B$ contains $-[\partial_k\partial_l-\delta_{kl}\nabla^2](1/r)$. Its integral is $-T_{kl}+(4\pi/3)\delta_{kl}S_4-4\pi\delta_{kl}S_4$, so the spin operator is
\begin{equation}
H=\frac{g^2\alpha_{\rm f}^2}4\sum_{kl}s_{1k}s_{2l}
\left(-T_{kl}-\frac{8\pi}3\delta_{kl}S_4\right).
\label{eq:H}
\end{equation}
The bracket was also computed for the four $s$ functions by forming the curl of a vector potential numerically. Its $xx$ element is $-0.2434$, in agreement with $0.0297-2(0.1366)$.

\subsection{Triplet H$_2$}

Two electrons in real orthonormal orbitals $a,b$ have the triplet spatial function $[a(1)b(2)-b(1)a(2)]/\sqrt2$. Squaring it, and using the symmetry of the kernel under exchange of the electrons, gives
\begin{equation}
W_{kl}=T_{kl}(aa|bb)-T_{kl}(ab|ab).
\label{eq:W}
\end{equation}
Both contact terms contain $\int a^2b^2d^3r$ and cancel, because the spatial function vanishes when the electrons coincide. The bare second derivatives therefore give $W$ directly.

Let $\mathbf S=\mathbf s_1+\mathbf s_2$. For one spin one-half, $s_ks_l+s_ls_k=\delta_{kl}/2$. Adding both electrons and their cross terms gives
\begin{equation}
S_kS_l+S_lS_k=\delta_{kl}+2(s_{1k}s_{2l}+s_{1l}s_{2k}).
\end{equation}
Contraction with the symmetric traceless $W$ removes $\delta_{kl}$ and leaves $\sum W_{kl}s_{1k}s_{2l}=\tfrac12\sum W_{kl}S_kS_l$. Hence $H=\sum D_{kl}S_kS_l$ with $D_{kl}=-(g^2\alpha_{\rm f}^2/8)W_{kl}$. For a molecule along $z$, $D_{xx}=D_{yy}=-D_{zz}/2$. Since $\mathbf S^2=2$, the operator becomes $D(S_z^2-\tfrac23)$ with
\begin{equation}
D=\frac32D_{zz}=-\frac3{16}g^2\alpha_{\rm f}^2W_{zz}.
\end{equation}
$D$ is the energy of the levels $M=\pm1$ relative to $M=0$.

The example uses restricted open-shell Hartree--Fock theory in the cc-pVTZ basis at fixed nuclear distances. Take $a$ even and $b$ odd under inversion through the bond midpoint. At 3 bohr the bare $zz$ derivatives are then $-0.06495$ (direct) and $-0.11256$ (exchange). Their difference is $W_{zz}=0.04761$. After removal of the contact parts the two terms are $0.02399$ and $-0.02363$, with the same difference within rounding. Rotating $a$ and $b$ into each other, for example to localize them on the atoms, changes the two terms but not $W_{zz}$. With $g=2.00232$, $\alpha_{\rm f}=0.00729735$ and $219474.63\ \mathrm{cm}^{-1}$ per hartree,
\begin{equation}
D=-\frac3{16}(2.00232)^2(0.00729735)^2(0.04761)(219474.63)
=-0.418\ \mathrm{cm}^{-1},
\end{equation}
or $-12.5$ GHz. The negative sign places $M=\pm1$ below $M=0$.

Two point dipoles at distance $L$ have $W_{zz}=2/L^3$, which at 3 bohr gives $-0.651\ \mathrm{cm}^{-1}$. The ratio of the computed $D$ to the point-dipole value is $0.33$, $0.64$, $0.84$, $0.98$ and $1.00$ at 2, 3, 4, 6 and 10 bohr. Compared with this one-determinant calculation, the point model thus gives about three times the magnitude at 2 bohr. The calculation does not separate the effects of extended densities, exchange and orbital distortion. It omits correlation beyond one determinant, the spin--orbit contribution to $D$ and the motion of the nuclei. The cc-pVTZ values are in the numerical output. Enlarging the basis to aug-cc-pVQZ moves each bare derivative at 3 bohr by about $2\times10^{-4}$ and $W_{zz}$ to $0.04759$, leaves $D$ at $-0.418\ \mathrm{cm}^{-1}$, and lowers the ratio at 2 bohr from $0.33$ to $0.32$. Correlation matters more: full configuration interaction in the aug-cc-pVTZ basis gives $D=-0.391\ \mathrm{cm}^{-1}$ at 3 bohr, and ratios of $0.29$ and $0.60$ at 2 and 3 bohr.

\subsection{What each derivation assumes}

For both derivations it is sufficient that $C$ is twice continuously differentiable everywhere and that $C$ and its first two derivatives decay rapidly at infinity. Neither needs Gaussian orbitals; that assumption enters with the closed form. Two hydrogen $1s$ densities, for example, meet the condition, although their $C$ contains a fifth power of the distance from its centre and is not infinitely differentiable there. Both fail for two point distributions at the same place, where $S_4$ is not finite.

The first derivation assumes a sharp spherical hole and finds the contact term on its surface. It shows directly how the split depends on the shape of the hole. The second assumes a spherically symmetric smoothing of $1/r$ and finds the contact term as a narrowing Gaussian. Its weight $w(\Lambda u)$ is a hole with a soft edge. Sphericity enters both at the same point: the angular average removes $C(0)$ from the dipolar part.

For the triplet this requirement disappears. The combination of correlation functions belonging to \eqref{eq:W} vanishes at $\mathbf u=0$, so the shape-dependent term, proportional to that value, vanishes too. For a single integral with $S_4\neq0$, the shape of the hole must be stated, because a flattened hole, for example, gives a different dipolar part. Here it is a sphere.

\section*{Table of computed values}
\begin{verbatim}
FOUR s FUNCTIONS (atomic units)
exponents a b c d (bohr^-2): 0.8 0.5 0.6 0.9
centre A (bohr): 0.0 0.0 0.0
centre B (bohr): 0.6 0.0 0.2
centre C (bohr): 0.1 0.9 0.4
centre D (bohr): -0.3 0.5 1.0
p, q, alpha (bohr^-2): 1.3000 1.5000 0.696429
R = P-Q (bohr): 0.370769 -0.660000 -0.683077
R^2 (bohr^2), x = alpha R^2: 1.039664 0.724052
F0 F1 F2: 0.803173 0.219866 0.120719
K, N (a.u.): 0.056587 0.606743
J (hartree): 0.487319
S4 closed, quadrature (bohr^-3): 0.032602 0.032602
bare second derivative (a.u.) xx yy zz xy xz yz:
   -0.166276 -0.123911 -0.119507 -0.034773 -0.035989 0.064063
T closed form (a.u.) xx yy zz xy xz yz:
   -0.029711 0.012653 0.017058 -0.034773 -0.035989 0.064063
T from definition (a.u.) xx yy zz xy xz yz:
   -0.029711 0.012653 0.017058 -0.034773 -0.035989 0.064063
(4 pi/3) S4 (a.u.): 0.136565
magnetic energy tensor, curl route (a.u.) xx yy zz xy xz yz:
   -0.243418 -0.285783 -0.290187 0.034773 0.035989 -0.064063
MIXED CASE s p_x | p_z d_xy
bare second derivative (a.u.) xx yy zz xy xz yz:
   0.000401 -0.001261 0.000657 -0.012898 0.006331 -0.003343
T from definition (a.u.) xx yy zz xy xz yz:
   0.000469 -0.001193 0.000724 -0.012898 0.006331 -0.003343
S4 (bohr^-3): 0.000016
zz limit for C=exp(-u^2), spheroid hole 1:2: 2.4362
same, spherical hole: 0.0000
TRIPLET H2, ROHF/cc-pVTZ
g_e, fine-structure constant: 2.002319 0.007297353
hartree in cm^-1: 219474.6314
at 3 bohr: energy (hartree): -0.969604
direct bare xx, zz (a.u.): -0.100928 -0.064947
exchange bare xx, zz (a.u.): -0.077122 -0.112559
direct T_zz, exchange T_zz (a.u.): 0.023988 -0.023625
S4 from trace, from grid (bohr^-3): 0.021232 0.021232
W_xx, W_zz (a.u.): -0.023806 0.047612
D (cm^-1), D (GHz): -0.41831 -12.5407
distance(bohr) W_zz(a.u.) D(cm^-1) D_point(cm^-1) ratio
  2.0 0.081689 -0.71770 -2.19646 0.3268
  3.0 0.047612 -0.41831 -0.65080 0.6428
  4.0 0.026366 -0.23165 -0.27456 0.8437
  6.0 0.009092 -0.07988 -0.08135 0.9819
 10.0 0.002000 -0.01757 -0.01757 1.0000
\end{verbatim}
